The corner frequency of random telegraph noise from one trap

**Question**

The read current of a memory cell switches at random between two levels because one trap near the current path captures and emits an electron. The current is higher by ΔI = 1 nA when the trap is empty. The capture time τc = 1 ms is the mean time that the trap stays empty before it captures an electron. The emission time τe = 3 ms is the mean time that it stays filled before it emits the electron. These values are round model parameters.

Assume that bias and temperature are constant, that the jumps are instantaneous, and that the trap has no memory: the chance of a jump in the next short interval depends on the present state and not on how long the trap has been in it. Other noise is absent until part (g). The record is stationary, meaning that the switching has gone on long enough for its statistics not to depend on the time at which observation begins.

**(a) Write the rate equation for the probability p(t) that the trap is empty. Find its stationary value and the rate at which a deviation from that value decays.**

*Model answer.* Let an empty trap capture an electron with probability a dt in a short time dt. The probability that it is still empty after a time t is then exp(−at), and the mean time spent empty is the integral of this survival probability:

∫₀^∞ exp(−at) dt = 1/a.

This mean is τc by definition, so a = 1/τc. In the same way the emission rate of a filled trap is 1/τe.

Capture removes probability from the empty state, and emission supplies it from the filled state, whose probability is 1 − p:

dp/dt = −p/τc + (1 − p)/τe.

Collecting the terms in p gives

dp/dt = 1/τe − k p, with k = 1/τc + 1/τe.

The stationary value p₀ follows from dp/dt = 0:

p₀ = (1/τe)/k = (1/τe) · τcτe/(τc + τe) = τc/(τc + τe).

Since 1/τe = k p₀, the rate equation becomes

d(p − p₀)/dt = −k (p − p₀),

with the solution

p(t) = p₀ + [p(0) − p₀] exp(−kt).

The two rates add although capture and emission act in opposite directions. If the trap is empty more often than in the stationary state, there is more capture and also less emission than in balance. Both changes reduce the excess.

For the given times,

p₀ = 1/(1 + 3) = 0.25,

k = 1000 + 333.33 = 1333.33 1/s,

1/k = 0.75 ms.

The relaxation time 1/k is shorter than either mean dwell time, because k is larger than either of the two rates.

**(b) Find the variance and the autocovariance of the current.**

*Model answer.* Measure the current from its lower level, so that I = ΔI when the trap is empty and I = 0 when it is filled. A constant offset would cancel when the mean is subtracted. The mean is

⟨I⟩ = ΔI p₀.

Since I² is ΔI² with probability p₀ and zero otherwise, the variance is

σ² = ⟨I²⟩ − ⟨I⟩² = ΔI² p₀ − ΔI² p₀² = ΔI² p₀(1 − p₀).

Numerically, σ² = 1 × 0.25 × 0.75 = 0.1875 nA².

The autocovariance is C(t) = ⟨I(0)I(t)⟩ − ⟨I⟩². The product I(0)I(t) differs from zero when the trap is empty at both times. The probability of being empty at time 0 is p₀. Given that, the solution in part (a) with p(0) = 1 gives the probability of being empty at t > 0. Hence

⟨I(0)I(t)⟩ = ΔI² p₀ [p₀ + (1 − p₀) exp(−kt)].

Subtracting ΔI² p₀² leaves

C(t) = ΔI² p₀(1 − p₀) exp(−kt) = σ² exp(−kt).

In a stationary record C(−t) = C(t), so for either sign of t

C(t) = σ² exp(−k|t|).

The current forgets its earlier value at the rate k. It does not matter which of the two levels belongs to the empty trap: reversing the sign of ΔI leaves ΔI² unchanged.

**(c) A record of length T has the Fourier transform X(f) = ∫₀^T δI(t) exp(−iωt) dt, where δI = I − ⟨I⟩ and ω = 2πf. The one-sided spectral density is S(f) = (2/T)⟨|X(f)|²⟩ for T → ∞, with f ≥ 0. Derive S(f).**

*Model answer.* Multiply X by its complex conjugate and average:

⟨|X|²⟩ = ∫₀^T dt ∫₀^T dt′ C(t − t′) exp[−iω(t − t′)].

The integrand depends on the difference s = t − t′ alone. Within the square of side T, the range of t′ available for a given s has length T − |s|. Therefore

(2/T)⟨|X|²⟩ = 2 ∫₋T^T (1 − |s|/T) C(s) exp(−iωs) ds.

Because C decays exponentially, the term |s|/T contributes nothing as T → ∞. Because C is even, the sine part of the exponential integrates to zero and the two halves of the cosine part are equal:

S(f) = 4 ∫₀^∞ C(t) cos(ωt) dt.

One factor of 2 comes from the one-sided convention and the other from folding the time integral. Now insert C(t) and write the cosine as the real part of exp(iωt):

∫₀^∞ exp(−kt) cos(ωt) dt = Re ∫₀^∞ exp[−(k − iω)t] dt = Re [1/(k − iω)].

Multiplying numerator and denominator by k + iω gives

Re [(k + iω)/(k² + ω²)] = k/(k² + ω²).

The result is

S(f) = 4σ²k/(k² + ω²).

At zero frequency this is S(0) = 4σ²/k. Dividing numerator and denominator by k² yields

S(f) = S(0)/[1 + (2πf/k)²].

This shape is called a Lorentzian. It is flat for 2πf ≪ k and falls as 1/f² for 2πf ≫ k. For the given trap,

S(0) = 4 × 0.1875 nA² × 0.75 × 10⁻³ s = 5.625 × 10⁻⁴ nA²/Hz,

where a second has been written as 1/Hz.

**(d) The corner frequency f_c is the frequency at which S has fallen to half of S(0). Calculate it.**

*Model answer.* The condition S(f_c) = S(0)/2 requires

1 + (2πf_c/k)² = 2.

Hence (2πf_c/k)² = 1. Taking the positive root gives 2πf_c = k, or

f_c = (1/τc + 1/τe)/(2π).

With the numbers from part (a),

f_c = 1333.33/(2π) = 212.21 Hz ≈ 212 Hz.

The spectrum can now be written as S(f) = S(0)/[1 + (f/f_c)²]. At the corner it equals 2.8125 × 10⁻⁴ nA²/Hz. Since S is a density of squared current, its square root, the amplitude density, has fallen there by a factor 1/√2 and not by one half.

This value can be checked without the derived formula. If the autocovariance is obtained by stepping the two-state rate equation forward in time, and its cosine integral is evaluated by quadrature, the half-power frequency is again 212.21 Hz.

A second check uses simulated switching. Exponentially distributed dwell times were drawn for 2000 records of 1 s each, and the records were Fourier transformed. The resulting densities, listed in the numerical output for five frequencies from 50 to 800 Hz, differ from the formula by at most about 1.5 %, relative to the formula. A Lorentzian fitted to them has its corner at 214.4 Hz, about 1 % above the derived value. Such a difference is of the size to be expected from a finite random sample: each density is an average over 2000 records and five neighbouring frequencies, so about 10 000 estimates. If each estimate scatters by about its own mean and they are independent, the average scatters by about 1/√10 000, or 1 %.

**(e) How is the noise power distributed about the corner? Show how f_c can be read from a plot of f S(f), and find the behaviour of S far above the corner.**

*Model answer.* The power between zero and f is found with the substitution u = f′/f_c:

∫₀^f S(f′) df′ = S(0) f_c ∫₀^(f/f_c) du/(1 + u²) = S(0) f_c arctan(f/f_c).

The prefactor is

S(0) f_c = (4σ²/k) · k/(2π) = 2σ²/π.

For f → ∞ the arctangent tends to π/2, and the total is σ², as it must be for a spectral density that accounts for the whole variance. At f = f_c the arctangent is π/4, and the integral is σ²/2. Half of the noise power therefore lies below the corner. This is a separate property from the halving of the density, and it follows here from the Lorentzian shape.

The product f S(f) can be written as

f S(f) = S(0) f_c · u/(1 + u²), with u = f/f_c.

The derivative of the last factor is

d/du [u/(1 + u²)] = (1 + u² − 2u²)/(1 + u²)² = (1 − u²)/(1 + u²)².

It is positive for u < 1 and negative for u > 1, so the product has its maximum at u = 1, where the factor is 1/2. The peak lies at f_c and its height is

S(0) f_c/2 = σ²/π = 0.1875/π = 0.0597 nA².

Reading the position of the peak requires no separate value of S(0), and the height of the peak gives the variance. The maximum is broad, however: at u = 1.15 the product is only about 1 % below its peak value. With noisy data the position is therefore better taken from a fit to the whole curve than from the highest point.

Far above the corner k² can be neglected beside ω², and S ≈ 4σ²k/ω². The product σ²k simplifies when p₀ and k are inserted:

σ²k = ΔI² · τcτe/(τc + τe)² · (τc + τe)/(τcτe) = ΔI²/(τc + τe).

Therefore

S(f) ≈ 4ΔI²/[(τc + τe)(2πf)²] for f ≫ f_c.

One full cycle of capture and emission lasts τc + τe on average, so the height of the tail is proportional to the number of cycles per second. At these frequencies the spectrum senses the sharp steps, and its size depends on how many steps there are and how high they are. At f = 10 f_c the full formula gives S(0)/S = 1 + 100 = 101, while the tail formula gives 100. The approximation is then about 1 % too large relative to the full result.

**(f) Can τc and τe be recovered from f_c alone? If not, what else is needed? Discuss also the case τe ≫ τc and the effect of a small error in either time.**

*Model answer.* One number cannot fix two times. Exchanging τc and τe leaves 1/τc + 1/τe unchanged, and the corner remains at 212.21 Hz. The height of the spectrum does not remove this ambiguity. The exchange turns p₀ into 1 − p₀, and the variance contains the product p₀(1 − p₀), which stays the same. The two traps have identical spectra.

The time record supplies what is missing. If it is known which current level belongs to the empty trap, the fraction of time spent in that level gives p₀. From part (a),

1/k = τcτe/(τc + τe) = τc(1 − p₀) = τe p₀.

With k = 2πf_c this is solved by

τc = 1/[2πf_c(1 − p₀)],

τe = 1/(2πf_c p₀).

For 1/k = 0.75 ms and p₀ = 0.25 these give 0.75/0.75 = 1 ms and 0.75/0.25 = 3 ms, as required.

When τe ≫ τc, the emission rate is a small part of k, and

f_c ≈ 1/(2πτc).

The corner is then set by the shorter time and says little about the longer one. The noise also becomes weak at fixed ΔI and τc, because

σ² = ΔI² τcτe/(τc + τe)² ≈ ΔI² τc/τe.

A trap that is nearly always filled rarely changes the current. In the opposite limit, τc ≫ τe, the two times exchange roles. When the times are equal, τc = τe = τ₀, the corner is f_c = 1/(πτ₀), and the variance has its largest value for a given step, ΔI²/4, since p₀(1 − p₀) is greatest at p₀ = 1/2.

For small errors δτc and δτe, differentiate k = 1/τc + 1/τe:

δk = −δτc/τc² − δτe/τe².

Divide by k and use 1/(kτc) = 1 − p₀ and 1/(kτe) = p₀:

δf_c/f_c = δk/k = −(1 − p₀) δτc/τc − p₀ δτe/τe.

In the present case the weights are 0.75 and 0.25. To first order, a capture time that is 10 % too long lowers the calculated corner by 7.5 %, while the same relative error in the emission time lowers it by 2.5 %. The shorter time has to be measured more carefully.

**(g) Three other values are proposed for the corner: 1/[2π(τc + τe)], 1/(τc + τe), and k itself read in hertz. Say what is wrong with each. Then explain how a finite record and a white background noise would affect a measured corner.**

*Model answer.* The first proposal gives 39.79 Hz. It adds the times where the rates should be added. It would describe a current whose memory lasts for τc + τe = 4 ms, but part (a) shows that the memory decays with the time constant 0.75 ms.

The second proposal gives 250 Hz, the mean number of complete cycles per second. This number governs the height of the high-frequency tail in part (e) and not the position of the corner. Nor does the spectrum have a peak there: because the trap has no memory, the autocovariance decays exponentially without oscillating, and S(f) falls steadily with frequency. Random cycle durations alone would not ensure this. If both dwell times scattered only slightly about their means, the switching would be nearly periodic and a peak would appear near the cycle rate. The value happens to lie within 20 % of f_c for these times, so rough numerical agreement would not show that the reasoning is right. In general the ratio of the two is

f_c (τc + τe) = (τc + τe)²/(2πτcτe),

which grows without limit when one time becomes much longer than the other.

The third proposal gives 1333.3 Hz. Here the rate k has been compared with f, although the Lorentzian compares it with the angular frequency ω = 2πf. The missing factor is 2π.

*Finite record.* For finite T the term |s|/T dropped in part (c) changes the averaged density by

ΔS = −(4σ²/T) ∫₀^∞ t exp(−kt) cos(ωt) dt,

where the upper limit T has been replaced by infinity, and the part of C beyond T neglected, because kT ≫ 1. The integral is minus the derivative of k/(k² + ω²) with respect to k:

−d/dk [k/(k² + ω²)] = (k² − ω²)/(k² + ω²)².

Dividing ΔS by S = 4σ²k/(k² + ω²) gives

ΔS/S = −[1/(kT)] (k² − ω²)/(k² + ω²).

The last fraction lies between −1 and 1, so the relative change is no larger than 1/(kT). For T = 1 s this is 0.75 ms/1 s, or less than 0.1 %. It vanishes at ω = k, but the density at zero frequency is lowered by the relative amount 1/(kT), and half of that density is lowered with it. Since d ln S/d ln f = −2u²/(1 + u²) with u = f/f_c, which is −1 at the corner, the measured half-power frequency is too high by the relative amount 1/(kT), to first order. This assumes that the true mean ⟨I⟩ is subtracted, as in part (c). If the mean of the record itself is subtracted, X(0) is zero and the density is strongly suppressed at frequencies well below 1/T. At the frequencies n/T with n = 1, 2, … the transform of a constant over the record vanishes, so the density there does not depend on which mean is used, and the plateau should be read at those frequencies. For T = 1 s the lowest of them is 1 Hz, far below f_c. A record of this length is thus long enough to avoid a noticeable systematic error. The random scatter of a single record is a different matter and has to be reduced by averaging.

*White background.* Suppose that independent noise adds a constant density w, and let r = w/S(0). If the corner is wrongly taken as the frequency f₁ at which the total density has halved, then

S(0)/(1 + u²) + w = [S(0) + w]/2, with u = f₁/f_c.

Subtract w and divide by S(0):

1/(1 + u²) = (1 − r)/2.

Solving for u² gives

u² = 2/(1 − r) − 1 = (1 + r)/(1 − r).

For small r this means f₁ ≈ f_c(1 + r), so the apparent corner is too high by the relative amount r. For r ≥ 1 the total never falls to half its low-frequency value at any finite frequency, although the trap still has a well-defined corner. The background should therefore be subtracted, or included as a constant in the fit, before f_c is read off.

The formula for f_c also rests on the two-state model. If several independent traps contribute additively to the current, their autocovariances add, and so do their Lorentzians. Traps with different values of k then give a sum that is not a single Lorentzian, and its half-power frequency cannot be converted into the capture and emission times of one trap. If a single trap has dwell times that are not exponentially distributed, the rate equation of part (a) no longer applies, and the spectrum has to be derived again from the actual distributions.

Computed results

```
capture time tau_c = 1.0 ms
emission time tau_e = 3.0 ms
current step = 1.0 nA
capture rate 1/tau_c = 1000.00 1/s
emission rate 1/tau_e = 333.33 1/s
sum of rates k = 1333.33 1/s
relaxation time 1/k = 0.7500 ms
probability of empty trap = 0.2500
current variance = 0.1875 nA^2
plateau S(0) = 5.6250e-04 nA^2/Hz
corner frequency, formula = 212.21 Hz
corner, rate matrix and quadrature = 212.21 Hz
corner, times exchanged = 212.21 Hz
corner, fit to simulated records = 214.4 Hz
S at corner, quadrature = 2.8125e-04 nA^2/Hz
S(0)/S(10 fc), quadrature = 101.00
share of power below corner = 0.5000
peak of f*S(f): position = 212.2 Hz
peak of f*S(f): height = 0.05968 nA^2
simulated records: 2000 of 1.0 s each
simulated fraction of time empty = 0.2497
S(50 Hz): formula 5.329e-04, simulated 5.320e-04 nA^2/Hz
S(100 Hz): formula 4.603e-04, simulated 4.551e-04 nA^2/Hz
S(200 Hz): formula 2.979e-04, simulated 3.019e-04 nA^2/Hz
S(400 Hz): formula 1.235e-04, simulated 1.253e-04 nA^2/Hz
S(800 Hz): formula 3.698e-05, simulated 3.728e-05 nA^2/Hz
mistake, times added: 1/(2 pi (tau_c+tau_e)) = 39.79 Hz
mistake, cycle rate 1/(tau_c+tau_e) = 250.0 Hz
mistake, 2 pi forgotten: k read as = 1333.3 Hz
```
